# Why Commutators Give Hydrogen No Finite S(3)

**Q:** Oscillator-strength moments never require excited states. Each factor of excitation energy can be replaced by a commutator with the Hamiltonian, and completeness removes the sum. So every moment of hydrogen is a ground-state expectation value, $S(3)$ as much as $S(1)$.

**A:** Let us fix the definitions and carry that out. I use Hartree atomic units, a fixed point nucleus, the nonrelativistic Hamiltonian $H=-\tfrac12\nabla^2+V$ with $V=-1/r$, and the electric-dipole approximation. The ground state is $\psi=e^{-r}/\sqrt\pi$, with $E=-\tfrac12$. For a transition of energy $\omega_n=E_n-E$,

$$f_n=2\omega_n|\langle n|z|0\rangle|^2,\qquad S(k)=\sum_n f_n\omega_n^k ,$$

where the sum includes an integral over the continuum. How would you remove the excited states?

**Q:** I have $S(k)=2\sum_n\omega_n^{k+1}|\langle n|z|0\rangle|^2$. Each $\omega_n$ becomes an $H-E$ acting on $z\psi$. I put $i$ of them on the left factor and $j$ on the right, with $i+j=k+1$:

$$S(k)=M(i,j)=2\langle\phi_i|\phi_j\rangle,\qquad \phi_j=(H-E)^jz\psi .$$

The first two functions are commutators acting on $\psi$: $\phi_1=[H,z]\psi=-\partial_z\psi$ and $\phi_2=[H,-\partial_z]\psi=(\partial_zV)\psi$.

**A:** We can calculate all of them away from the nucleus. Write $\phi_j=g_j(r)\cos\theta\,\psi$. For $F=r^se^{-r}$,

$$F'=\left(\frac sr-1\right)F,\qquad F''=\left[\frac{s(s-1)}{r^2}-\frac{2s}{r}+1\right]F .$$

A function proportional to $\cos\theta$ has angular momentum one, so

$$(H-E)F=-\frac12\left(F''+\frac2rF'-\frac{2}{r^2}F\right)-\frac Fr+\frac F2 .$$

The bracket contains $[s(s-1)+2s-2]/r^2=(s+2)(s-1)/r^2$, then $-(2s+2)/r$, then $1$. The constants cancel, leaving

$$(H-E)F=\left[-\frac{(s+2)(s-1)}{2r^2}+\frac sr\right]F .$$

Starting with $g_0=r$ and applying this repeatedly gives

$$g_1=1,\quad g_2=\frac1{r^2},\quad g_3=-\frac2{r^3},\quad g_4=\frac4{r^5}+\frac6{r^4}.$$

The angular integral of $\cos^2\theta$ is $4\pi/3$, and $\psi^2=e^{-2r}/\pi$. Hence

$$M(i,j)=\frac83\int_0^\infty r^2g_ig_je^{-2r}\,dr .$$

**Q:** Then $\int_0^\infty r^me^{-2r}dr=m!/2^{m+1}$ does the rest:

$$S(-1)=M(0,0)=\frac83\cdot\frac{24}{32}=2,\qquad S(0)=M(0,1)=\frac83\cdot\frac6{16}=1,$$

$$S(1)=M(1,1)=\frac83\cdot\frac28=\frac23,\qquad S(2)=M(1,2)=\frac83\cdot\frac12=\frac43 .$$

The method works.

**A:** Those four values are right. Now calculate $S(2)$ with the pair $(0,3)$, which your rule also allows.

**Q:** I get $\frac83(-2)\int_0^\infty e^{-2r}dr=-\frac83$. That cannot be $S(2)$, which is a sum of positive terms. Where did I lose something?

**A:** At the nucleus. Let $u_j=rg_je^{-r}$, so that $u_{j+1}=hu_j$ with

$$h=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12 .$$

Stop the integrals at an inner radius $a$. The potential terms cancel in the difference, and integration by parts gives

$$M_a(i,j+1)-M_a(i+1,j)=-\frac43\int_a^\infty(u_iu_j''-u_ju_i'')\,dr=\frac43\left(u_iu_j'-u_ju_i'\right)_{r=a}.$$

The sign changes because $a$ is the lower limit. Moving one $H-E$ across the inner product is permitted when this surface term vanishes as $a\to0$. For $i=0$, $j=2$ we have $u_0=r^2e^{-r}$ and $u_2=e^{-r}/r$. It is convenient to write

$$u_0u_2'-u_2u_0'=u_0^2\left(\frac{u_2}{u_0}\right)'=r^4e^{-2r}\left(-\frac3{r^4}\right)=-3e^{-2r}.$$

The surface term tends to $-4$, which accounts for the whole difference $-\frac83-\frac43$.

**Q:** Why should I trust $(1,2)$ rather than $(0,3)$?

**A:** Test the step on one excited state. Its radial function $u_n$ behaves as $r^2$ near the origin. Paired with $u_0\sim r^2$ or $u_1\sim r$, the surface term vanishes, so $\langle n|\phi_1\rangle=\omega_n\langle n|z|0\rangle$ and $\langle n|\phi_2\rangle=\omega_n^2\langle n|z|0\rangle$. Paired with $u_2\sim1/r$, it does not vanish: $r^2(-r^{-2})-r^{-1}(2r)=-3$. The pointwise function $\phi_3$ therefore does not carry the factor $\omega_n^3$.

For $S(2)$ we need $2\sum_n\omega_n|\langle n|\phi_1\rangle|^2$. This is twice the energy form of $\phi_1$, measured from $E$. It is finite because $\phi_1$ has finite kinetic and potential energy. Apart from the common angular factor, the radial-derivative part of its kinetic energy, $\frac12\int u_1'^2dr$, becomes $-\frac12\int u_1u_1''dr$ with a surface term of size $\frac12u_1u_1'\sim a/2$, which vanishes. The centrifugal part, $\int u_1^2/r^2\,dr$, and the potential part are finite and need no integration by parts. This justifies $M(1,2)$.

There is a second check. Since $\phi_1=-\partial_z\psi$,

$$S(2)=-2\int\psi(\partial_z\psi)(\partial_zV)\,d^3r=\int\psi^2\,\partial_z^2V\,d^3r=\frac13\int\psi^2\nabla^2V\,d^3r .$$

The last step uses spherical symmetry. With $\nabla^2(-1/r)=4\pi\delta(\mathbf r)$ the result is $\frac{4\pi}3\psi(0)^2=\frac43$. In this form the whole value comes from the point nucleus, whereas in $M(1,2)$ it is spread over $r>0$. An integration by parts can therefore move a finite amount onto the origin, and each transfer must be checked for a surface term there.

**Q:** I accept the care needed for $S(2)$. For $S(3)$ I would use the symmetric form, with no doubtful transfer:

$$S(3)=M(2,2)=2\langle(\partial_zV)^2\rangle=\frac23\left\langle\frac1{r^4}\right\rangle=\frac83\int_0^\infty\frac{e^{-2r}}{r^2}\,dr .$$

That diverges at the origin. Perhaps another arrangement is finite.

**A:** Try the other two, again from radius $a$:

$$M_a(1,3)=-\frac{16}3\int_a^\infty\frac{e^{-2r}}r\,dr,\qquad M_a(0,4)=\frac83\int_a^\infty\left(\frac4{r^2}+\frac6r\right)e^{-2r}dr .$$

For small $a$, $I_1=\int_a^\infty e^{-2r}dr/r=-\ln a+\text{constant}$. Integration by parts gives $I_2=\int_a^\infty e^{-2r}dr/r^2=e^{-2a}/a-2I_1=1/a+2\ln a+\text{constant}$. Apart from constants and vanishing terms,

$$M_a(2,2)\simeq\frac8{3a}+\frac{16}3\ln a,\quad M_a(1,3)\simeq\frac{16}3\ln a,\quad M_a(0,4)\simeq\frac{32}{3a}+\frac{16}3\ln a .$$

Numerically, in hartree³:

| $a$ (bohr) | (2,2) | (1,3) | (0,4) |
|---|---:|---:|---:|
| 0.1 | 15.3 | −6.5 | 80.8 |
| 0.01 | 243.5 | −17.9 | 1027.7 |
| 0.001 | 2631.3 | −30.1 | 10615.3 |

One expression for a positive sum goes to $-\infty$. At $a=0.01$ the first two differ by $-17.9-243.5=-261.4$. The surface formula with $i=1$, $j=2$ gives $-8e^{-2a}/(3a)=-261.4$ as well. The disagreement is a surface term that now diverges.

**Q:** That condemns my expressions. It does not yet condemn $S(3)$. Could the sum over excited states be finite while its ground-state rewriting fails?

**A:** That has to be settled from the spectrum. The discrete lines cannot cause a divergence: they have $\omega<\frac12$, and their strengths add up to less than $S(0)=1$. We need the continuum.

Let $q$ be the photoelectron momentum, so $\omega=(1+q^2)/2$. Put $u=r^2e^{-iqr}w$ into the radial equation $u''-2u/r^2+2u/r+q^2u=0$. Then

$$rw''+(4-2iqr)w'-(4iq-2)w=0 .$$

With $x=2iqr$ this is Kummer's equation, $xw_{xx}+(4-x)w_x-\alpha w=0$, where $\alpha=2+i/q$. The regular solution is

$$R_q=\frac ur=N\,r\,e^{-iqr}M(\alpha,4,2iqr),$$

where $M$ with three arguments is Kummer's function.

**Q:** How is $N$ fixed?

**A:** By unit normalization per unit energy. A wave $A\sin(qr+\cdots)$ gives $A^2\frac\pi2\delta(q-q')=A^2\frac{\pi q}2\delta(\omega-\omega')$, because $d\omega=q\,dq$. Thus $A^2=2/(\pi q)$.

At large $r$, Kummer's function contains $\Gamma(4)e^xx^{\alpha-4}/\Gamma(\alpha)$. After multiplication by $e^{-iqr}$ the other asymptotic term is its complex conjugate, since the solution is real. The modulus of $x^{\alpha-4}$ is $(2qr)^{-2}e^{-\pi/(2q)}$, so the two terms give $u$ the amplitude

$$A=\frac{3N e^{-\pi/(2q)}}{q^2|\Gamma(2+i/q)|}.$$

Now use $|\Gamma(2+iy)|^2=(1+y^2)\pi y/\sinh(\pi y)$ with $y=1/q$, and $e^{\pi y}/\sinh(\pi y)=2/(1-e^{-2\pi y})$:

$$N^2=\frac{2q^3}{9\pi}\cdot\frac{1+q^2}{q^2}\cdot\frac\pi q\cdot\frac2{1-e^{-2\pi/q}}=\frac{4(1+q^2)}{9(1-e^{-2\pi/q})}.$$

**Q:** And the dipole integral?

**A:** Use the permitted relation $\omega\langle q|z|0\rangle=\langle q|\phi_1\rangle$. The angular factor is $1/\sqrt3$, and the normalized 1s radial function is $2e^{-r}$. The radial factor is

$$J=2N\int_0^\infty r^3e^{-\lambda r}M(\alpha,4,\kappa r)\,dr,\qquad\lambda=1+iq,\quad\kappa=2iq .$$

Expand $M$ in powers of $\kappa r$. Its coefficient is $(\alpha)_m/[(4)_mm!]$, with $(4)_m=(m+3)!/6$, and the power integral is $(m+3)!/\lambda^{m+4}$. The factorials cancel and leave a binomial series:

$$\int_0^\infty r^3e^{-\lambda r}M(\alpha,4,\kappa r)dr=\frac6{\lambda^4}\left(1-\frac\kappa\lambda\right)^{-\alpha}.$$

This holds first for $|\kappa|<|\lambda|$, then by analytic continuation. Let $\chi=\arctan q$. Then $1-\kappa/\lambda=(1-iq)/(1+iq)=e^{-2i\chi}$, and its power $-\alpha$ is $e^{4i\chi}e^{-2\chi/q}$. The phase cancels that of $\lambda^{-4}$, so $J=12N(1+q^2)^{-2}e^{-2\chi/q}$.

Finally, with $1+q^2=2\omega$,

$$\frac{df}{d\omega}=\frac{2J^2}{3\omega}=\frac2{3\omega}\cdot\frac{64}{(2\omega)^3}\cdot\frac{e^{-4\chi/q}}{1-e^{-2\pi/q}}=\frac{16}{3\omega^4}\,\frac{e^{-4\arctan(q)/q}}{1-e^{-2\pi/q}} .$$

This density was tested against direct quadrature of the dipole integral with $z$ itself at three values of $q$. Adding the discrete lines gives $0.0902+1.2431=1.3333$ for $S(2)$, in agreement with the ground-state value $\frac43$.

**Q:** Now I can take large $q$. The arctangent tends to $\pi/2$, so the exponential tends to one. But the denominator tends to zero.

**A:** Yes, and that changes the power. Since $\arctan q=\pi/2-1/q+\cdots$, the exponential is $e^{-2\pi/q}$ up to relative corrections of order $q^{-2}$. Put $y=2\pi/q$:

$$\frac{e^{-y}}{1-e^{-y}}=\frac1{e^y-1}=\frac1y\left(1-\frac y2+\cdots\right)=\frac q{2\pi}\left(1-\frac\pi q+\cdots\right).$$

With $q\simeq\sqrt{2\omega}$,

$$\frac{df}{d\omega}=C\omega^{-7/2}\left(1-\frac\pi{\sqrt{2\omega}}+\cdots\right),\qquad C=\frac{8\sqrt2}{3\pi}=1.2004 .$$

The integrand of $S(k)$ falls as $\omega^{k-7/2}$. Its integral to infinity converges if and only if $k-\frac72<-1$, that is, $k<\frac52$. There is no difficulty at low energy, since $\omega\ge\frac38$. So $S(3)=+\infty$. Your symmetric expression reported this correctly; the error was to expect a finite number behind it.

**Q:** What physical feature produces the power $-7/2$?

**A:** The force close to the nucleus. We have $\omega^2\langle q|z|0\rangle=\langle q|(\partial_zV)\psi\rangle$. At leading order for a fast electron, take a plane wave and replace $\psi$ by $\psi(0)$. The Fourier transform of $-1/r$ is $-4\pi/q^2$, so that of $\partial_zV$ has modulus $4\pi|\cos\theta_q|/q$. The number of states per unit energy and solid angle is $q/(2\pi)^3$. Therefore

$$\frac{df}{d\omega}\simeq\frac2{\omega^3}\cdot\frac q{8\pi^3}\cdot\frac{16\pi^2}{q^2}\cdot\frac1\pi\cdot\frac{4\pi}3=\frac{16}{3\pi q\,\omega^3}=C\omega^{-7/2}.$$

The factor $1/\pi$ is $\psi(0)^2$. A slow decay in momentum reflects a singular force in space. The function $\phi_2$ behaves as $\cos\theta/r^2$, and its squared norm contains $\int r^2r^{-4}dr$, which diverges at the origin.

**Q:** If I stop the energy integral at a cutoff $\Omega$, how quickly would I notice?

**A:** Integrating the two tail terms for $k=3$ gives

$$S(3;\Omega)=2C\sqrt\Omega-\frac{C\pi}{\sqrt2}\ln\Omega+c+\cdots=2C\sqrt\Omega-\frac83\ln\Omega+c+\cdots .$$

The numerical constant is $c=2.88$. At the borderline $k=\frac52$ the growth is $C\ln\Omega$. Compare the second and third moments:

| $\Omega$ (hartree) | $S(2;\Omega)$ (hartree²) | $S(3;\Omega)$ (hartree³) |
|---|---:|---:|
| 10 | 0.775 | 2.18 |
| 100 | 1.117 | 13.84 |
| 1000 | 1.260 | 60.13 |
| 10000 | 1.310 | 218.32 |

At the last cutoff the law gives $240.08-24.56+2.88=218.40$, close to the tabulated value. At $\Omega=100$ it gives $24.01-12.28+2.88=14.61$, about 6% above the value there, because the omitted terms still matter.

The second moment converges, but slowly. The leading estimate of its missing part is $\int_\Omega^\infty C\omega^{-3/2}d\omega=2C/\sqrt\Omega$. At $\Omega=10000$ this is 0.0240, while the actual shortfall is $1.3333-1.3096=0.0237$. The second tail term contributes $-\frac{C\pi}{\sqrt2}\int_\Omega^\infty\omega^{-2}d\omega=-8/(3\Omega)\approx-0.0003$, which accounts for the difference.

**Q:** The density should then be a straight line of slope $-7/2$ on a logarithmic plot.

**A:** Only far out. At 10 hartree the local exponent is $-3.22$, and the density is 54% of its leading tail. At 100 hartree, about 2.7 keV, these become $-3.40$ and 81%. The correction falls only as $\omega^{-1/2}$. A fit at moderate energy would give too slow a decay and could put the convergence limit in the wrong place.

**Q:** The coefficient $-\frac83$ of $\ln\Omega$ looks related to your $\frac{16}3\ln a$.

**A:** It is consistent with it. A momentum cutoff of order $1/a$ corresponds to $a$ proportional to $\Omega^{-1/2}$, and then $\frac{16}3\ln a=-\frac83\ln\Omega+\text{constant}$. The power terms depend on how the cutoff is made. Discarding them would still leave a logarithm, whose accompanying constant changes with the unit chosen for $a$. So this subtraction does not define a unique finite $S(3)$.

**Q:** Is commutator algebra itself the problem, or the Coulomb singularity?

**A:** Replace the potential by $V_b=-1/\sqrt{r^2+b^2}$ and use its own ground state. The force is now bounded and smooth, and the symmetric expression becomes $S(3)=\frac23\langle(V_b')^2\rangle$. It can be compared with the sum over excited states, obtained by diagonalization on three radial grids and extrapolated to zero grid spacing. The extrapolation matters, because the factor $\omega_n^4$ in this sum amplifies the grid error:

| $b$ (bohr) | spectral sum (hartree³) | commutator value (hartree³) |
|---|---:|---:|
| 2 | 0.0028 | 0.0028 |
| 1 | 0.0257 | 0.0257 |
| 0.5 | 0.1851 | 0.1851 |

The two sides agree, with an asserted tolerance of 1%. For this smooth potential the commutator formula works, and the moment rises as the centre is sharpened. A finite product alone would not be enough: the pair $(0,3)$ for the point nucleus was finite and still wrong.

For very small $b$, the density near the centre approaches $1/\pi$, and the leading behaviour is

$$S(3)\simeq\frac83\int_0^\infty\frac{r^4\,dr}{(r^2+b^2)^3}=\frac83\cdot\frac{3\pi}{16b}=\frac\pi{2b}.$$

This diverges in the point limit. The table is far from that regime: at $b=0.5$ the formula would give 3.1. These values therefore show the trend and the validity of the commutator, not the limiting law.

**Q:** A finite basis for the real hydrogen problem would also give me a finite $S(3)$. May I quote it if two basis sets agree?

**A:** No. A finite basis has a highest energy, so its sum is finite whatever the true moment is. Suppose you enlarge the basis so that the summed strength in every bounded energy range approaches the correct one. For any chosen $\Omega$, the basis value must then eventually exceed any number below $S(3;\Omega)$, because the terms above $\Omega$ are positive. Since $S(3;\Omega)$ has no upper limit, neither do the basis values. Agreement between two sets therefore cannot show that they have converged. It does not even show that they represent high energies similarly, since different spectra can give the same sum.

**Q:** Does a real hydrogen atom then have an infinite third moment?

**A:** This calculation does not say that. It establishes the infinity only for the nonrelativistic dipole model with a point nucleus, and it does not show whether a fuller treatment would remove it. The photon momentum is $\omega/c$, and its ratio to the electron momentum is about $q/(2c)$ at high energy. Neglecting it, and using nonrelativistic kinematics, both fail as $q$ approaches $c$. The electron rest energy is 18779 hartree, so the row at 10000 hartree tests the mathematics of the model rather than describing real absorption.

**Q:** Then my rule needs a condition. I may replace energies by commutators while the resulting functions stay in the space where the inner products and integrations by parts are valid. For this ground state that gives me $S(2)$, with care at the nucleus, but no finite $S(3)$.

**A:** Yes. Before evaluating a higher moment, examine the large-energy tail, or equivalently the singularity at the nucleus. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
Hydrogen 1s; S(k) in hartree^k
S(-1): discrete 1.433176, continuum 0.566824, sum 2.000000, ground-state integral 2.000000
S(0): discrete 0.565004, continuum 0.434996, sum 1.000000, ground-state integral 1.000000
S(1): discrete 0.224678, continuum 0.441989, sum 0.666667, ground-state integral 0.666667
S(2): discrete 0.090210, continuum 1.243123, sum 1.333333, ground-state integral 1.333333
S(2) from density at nucleus: 1.333333 hartree^2
S(2), pointwise pair (0,3): -2.666667 hartree^2
S(2), surface term: -4.000000 hartree^2
f(1s-2p): 0.416197 (dimensionless)
df/domega at threshold: 1.562935 hartree^-1
tail coefficient C: 1.200422 hartree^(5/2)
omega 10 hartree: density/tail 0.53550, local exponent -3.22041
omega 100 hartree: density/tail 0.80784, local exponent -3.39743
omega 1000 hartree: density/tail 0.93301, local exponent -3.46578
omega 10000 hartree: density/tail 0.97812, local exponent -3.48898
S(9/4), tail added: 3.13840 hartree^(9/4)
S(5/2) growth per unit ln(cutoff): 1.20032 hartree^(5/2)
cutoff 10 hartree: S(2) 0.77533 hartree^2, S(3) 2.1803 hartree^3
cutoff 100 hartree: S(2) 1.11744 hartree^2, S(3) 13.8408 hartree^3
cutoff 1000 hartree: S(2) 1.26000 hartree^2, S(3) 60.1266 hartree^3
cutoff 10000 hartree: S(2) 1.30959 hartree^2, S(3) 218.3210 hartree^3
discrete part of S(3): 0.036605 hartree^3
S(3) coefficient of ln(cutoff): -2.66651 hartree^3
S(3) constant in cutoff law: 2.878 hartree^3
a 0.1 bohr, formal S(3) in hartree^3: (2,2) 15.3120, (1,3) -6.5208, (0,4) 80.8105
a 0.01 bohr, formal S(3) in hartree^3: (2,2) 243.4945, (1,3) -17.8918, (0,4) 1027.6535
a 0.001 bohr, formal S(3) in hartree^3: (2,2) 2631.2619, (1,3) -30.0768, (0,4) 10615.2779
S(3) coefficients of ln(a), hartree^3, pairs (2,2),(1,3),(0,4): 5.331, 5.329, 5.337
b 2 bohr: S(3) spectral 0.0028, commutator 0.0028 hartree^3
b 1 bohr: S(3) spectral 0.0257, commutator 0.0257 hartree^3
b 0.5 bohr: S(3) spectral 0.1851, commutator 0.1851 hartree^3
electron rest energy: 18778.9 hartree
1 hartree: 27.211386 eV
```
